**Gauge-origin dependence of the shielding split, and its link to spin rotation**

The program treats one electron bound to two point charges, with charge numbers 1 and 0.9, and computes the shielding of nucleus A for several gauge origins at distance d from A. It asserts that the isotropic diamagnetic part changes by −(r_e/3)Fd and that the sum of both parts stays constant, where r_e = μ0e²/(4πm) and F is the expectation value of z_A/r_A³. The output shows diamagnetic parts of 15.962, 0 and 100 ppm for three origins, with the same total of 13.147 ppm. The program also asserts that F equals Z_B/R² at the energy minimum, and that in a spherical atom, where F = 0, the split does not move. A spin-rotation constant C is computed from rotation about the centre of mass and then inverted. The program asserts that the result agrees with the paramagnetic part whose origin is at A, and the output gives −2.815 ppm for both. For a stretched bond it asserts that the fields in the two frames agree only after the correction for the motion of A through the electric field.

## Program and output

```python
"""
Result under test: moving the gauge origin by d from nucleus A changes the
isotropic diamagnetic shielding by -(r_e/3) d.F and the paramagnetic one by
the opposite amount, where F = <r_A/r_A^3> and r_e = mu0 e^2/(4 pi m).
The split is thus arbitrary if F is nonzero. The paramagnetic part with the
origin AT the nucleus is the one given by the spin-rotation constant.

Model: one electron, point charges ZA and ZB on the z axis, distance R.
Internal units are atomic units; d is measured from A towards B.
Coordinates: xi = (rA+rB)/R, eta = (rA-rB)/R, u = xi-1, v = 1+eta, w = 1-eta.
chi(d) = 2 <0| L_A/r_A^3 (H-E0)^-1 L_O |0> for one perpendicular axis.
"""
import numpy as np
from numpy.polynomial import laguerre as lag, legendre as leg
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq


def factors(u, eta, c, nx, ne):
    """One-dimensional basis functions and their derivatives."""
    x = 2 * c * u
    decay = np.exp(-x / 2)
    X = lag.lagval(x, np.eye(nx)) * decay
    dX = 2 * c * lag.lagval(x, lag.lagder(np.eye(nx))) * decay - c * X
    Y = leg.legval(eta, np.eye(ne))
    dY = leg.legval(eta, leg.legder(np.eye(ne)))
    return X, dX, Y, dY


def matrices(R, ZA, ZB, m, nx, ne):
    """Hamiltonian and overlap for m = 0, or for cos(phi) functions (m = 1)."""
    a = R / 2
    c = 1.2 * a
    x, wx = lag.laggauss(24)
    u, wu = x / (2 * c), wx * np.exp(x) / (2 * c)
    eta, we = leg.leggauss(24)
    X, dX, Y, dY = factors(u, eta, c, nx, ne)
    xi = 1 + u
    q, p = np.sqrt(u * (u + 2)), np.sqrt(1 - eta**2)
    g = (2 * np.pi / (1 + m) * a**3 * np.outer(wu, we)).ravel()
    metric = (xi[:, None]**2 - eta[None, :]**2).ravel()
    plain = np.kron(X, Y)
    if m == 0:
        f = plain
        grad_xi, grad_eta = np.kron(q * dX, Y), np.kron(X, p * dY)
    else:
        f = np.kron(q * X, p * Y)
        grad_xi = np.kron(q**2 * dX + xi * X, p * Y)
        grad_eta = np.kron(q * X, p**2 * dY - eta * Y)
    S = (f * (g * metric)) @ f.T
    T = (grad_xi * g) @ grad_xi.T + (grad_eta * g) @ grad_eta.T
    T += m**2 * (plain * (g * metric)) @ plain.T
    attraction = -(ZA * (xi[:, None] - eta) + ZB * (xi[:, None] + eta)) / a
    V = (f * (g * attraction.ravel())) @ f.T
    return T / (2 * a**2) + V, S


def ground(R, ZA, ZB, nx=14, ne=12):
    H, S = matrices(R, ZA, ZB, 0, nx, ne)
    energy, vec = eigh(H, S, subset_by_index=[0, 0])
    return energy[0], vec[:, 0]


class Molecule:
    """Ground state, expectation values and rotational/magnetic response."""

    def __init__(self, R, ZA, ZB, nx=14, ne=12):
        self.R, self.ZB = R, ZB
        a = R / 2
        self.E0, vec = ground(R, ZA, ZB, nx, ne)
        C = vec.reshape(nx, ne)
        # logarithmic grids resolve the integrable singularity at the nucleus
        ht, hs = 0.06, 0.10
        u = np.exp(np.arange(-26, 4.2, ht))
        s = np.arange(-14, 14 + hs / 2, hs)
        v, w = 2 / (1 + np.exp(-2 * s)), 2 / (1 + np.exp(2 * s))
        X, dX, Y, dY = factors(u, v - 1, 1.2 * a, nx, ne)
        U = u[:, None]
        self.rA, rB = a * (U + v), a * (U + w)
        self.zA = a * (v - U + U * v)
        zB = a * (U - w - U * w)
        q, p = np.sqrt(u * (u + 2)), np.sqrt(v * w)
        self.rho = a * np.outer(q, p)
        self.W = 2 * np.pi * a * self.rA * rB * np.outer(u * ht, v * w * hs)
        self.psi = X.T @ C @ Y
        p_xi, p_eta = dX.T @ C @ Y, X.T @ C @ dY
        slopeA = (p_xi + p_eta) / (2 * a) / self.rA
        slopeB = (p_xi - p_eta) / (2 * a) / rB
        self.d_rho = self.rho * (slopeA + slopeB)
        self.d_z = self.zA * slopeA + zB * slopeB
        self.left, self.right = X * q, Y * p
        H1, S1 = matrices(R, ZA, ZB, 1, nx, ne)
        self.K = H1 - self.E0 * S1
        self.F = self.mean(self.zA / self.rA**3)
        self.hyperfine = self.project(self.rotate(0.0) / self.rA**3)

    def mean(self, f):
        return np.sum(self.W * self.psi**2 * f)

    def project(self, f):
        return (self.left @ (self.W / 2 * f) @ self.right.T).ravel()

    def rotate(self, d):
        return (self.zA - d) * self.d_rho - self.rho * self.d_z

    def respond(self, d):
        return np.linalg.solve(self.K, self.project(self.rotate(d)))

    def chi(self, d):
        return 2 * self.hyperfine @ self.respond(d)

    def split(self, d):
        """Isotropic diamagnetic and paramagnetic shielding, in r_e/a0."""
        r3 = self.rA**3
        perp = self.mean((self.rho**2 / 2 + (self.zA - d) * self.zA) / r3) / 2
        par = self.mean(self.rho**2 / r3) / 2
        return (2 * perp + par) / 3, -self.chi(d) / 3

    def field_lab(self, d):
        """Field at A per angular velocity, molecule turning about point d."""
        return -self.chi(d) + self.ZB * self.R * (self.R - d) / self.R**3


# constants and unit conversions
e, me, hbar, mu0 = const.e, const.m_e, const.hbar, const.mu_0
a0 = const.physical_constants["Bohr radius"][0]
Eh = const.physical_constants["Hartree energy"][0]
r_e = mu0 * e**2 / (4 * np.pi * me)
pm, ppm = a0 * 1e12, r_e / a0 * 1e6

# model parameters
ZA, ZB = 1.0, 0.9
MA, MB, gamma = 2000.0, 4000.0, 1.0e8


def total_energy(R):
    return ground(R, ZA, ZB)[0] + ZA * ZB / R


def energy_slope(R, h=0.01):
    near = total_energy(R + h) - total_energy(R - h)
    far = total_energy(R + 2 * h) - total_energy(R - 2 * h)
    return (8 * near - far) / (12 * h)


R = brentq(energy_slope, 1.4, 3.5, xtol=1e-10)
assert energy_slope(R - 0.1) < 0 < energy_slope(R + 0.1)
mol = Molecule(R, ZA, ZB)
assert abs(mol.mean(1.0) - 1) < 1e-8

# force balance: energy minimum against directly integrated electron field
F_nuclear = ZB / R**2
assert abs(mol.F / F_nuclear - 1) < 1e-5

# basis convergence of the response
small = Molecule(R, ZA, ZB, 11, 10)
assert abs(small.chi(0.0) / mol.chi(0.0) - 1) < 1e-5

# origins that produce prescribed splits
dia0, para0 = (ppm * x for x in mol.split(0.0))
slope = ppm * mol.F / 3
target = 100.0
d_cm = R * MB / (MA + MB)
origins = {
    "nucleus A": 0.0,
    "centre of mass": d_cm,
    "nucleus B": R,
    "para = 0": -para0 / slope,
    "dia = 0": dia0 / slope,
    "dia = target": (dia0 - target) / slope,
}
table = {}
for name, d in origins.items():
    dia, para = (ppm * x for x in mol.split(d))
    table[name] = (d * pm, dia, para, dia + para)
    assert abs(dia + para - dia0 - para0) < 1e-3
    assert abs(dia - (dia0 - slope * d)) < 1e-3
assert abs(table["para = 0"][2]) < 1e-3
assert abs(table["dia = 0"][1]) < 1e-3
assert abs(table["dia = target"][1] - target) < 1e-3

# the electron cloud must follow the turning frame: <v_x> = omega(<z>-z_C)
velocity = 2 * mol.project(mol.d_rho) @ mol.respond(d_cm)
expected_velocity = mol.mean(mol.zA) - d_cm
assert abs(velocity - expected_velocity) < 1e-5

# spin-rotation constant from rotation about the centre of mass
field_unit = mu0 * e / (4 * np.pi * a0)
field_total = field_unit * mol.field_lab(d_cm)
inertia = MA * MB / (MA + MB) * me * (R * a0)**2
C_sr = -gamma * hbar * field_total / (2 * np.pi * inertia)

# invert the constant and compare with the response about nucleus A
field_from_C = -2 * np.pi * inertia * C_sr / (gamma * hbar)
first = e / (2 * me) * field_from_C * 1e6
nuclear = r_e * ZB / (2 * R * a0) * 1e6
para_from_C = 2 / 3 * (first - nuclear)
assert abs(para_from_C - para0) < 1e-3
assert abs(para_from_C - table["centre of mass"][2]) > 0.1

# stretched bond: split still shifts, but the moving-frame term is needed
R_long = 2.6
long = Molecule(R_long, ZA, ZB)
long_cm = R_long * MB / (MA + MB)
assert abs(sum(long.split(0.0)) - sum(long.split(3.0))) * ppm < 1e-3
field_A = long.field_lab(0.0)
field_cm = long.field_lab(long_cm)
frame_term = -long_cm * (long.F - ZB / R_long**2)
assert abs(field_cm + frame_term - field_A) < 1e-5
assert abs(field_cm - field_A) > 1e-3

# spherical atom: no electron field at the nucleus, hence a fixed split
atom = Molecule(2.0, 1.0, 0.0)
atom_0 = [ppm * x for x in atom.split(0.0)]
atom_3 = [ppm * x for x in atom.split(3.0)]
assert abs(atom.F) < 1e-6
assert np.allclose(atom_0, atom_3, atol=1e-3)
assert abs(atom_0[0] - ppm / 3) < 1e-3 and abs(atom_0[1]) < 1e-3

print(f"charge numbers ZA, ZB: {ZA:.1f}, {ZB:.1f}")
print(f"r_e: {r_e * 1e15:.6f} fm")
print(f"equilibrium distance R: {R * pm:.4f} pm")
print(f"electronic energy: {mol.E0 * Eh / e:.5f} eV")
print(f"F from electron density: {mol.F / pm**2:.7e} pm^-2")
print(f"ZB/R^2 from nuclei: {F_nuclear / pm**2:.7e} pm^-2")
print(f"split slope r_e F/3: {slope / pm:.6f} ppm/pm")
print("origin: d (pm); dia, para, total (ppm)")
for name, row in table.items():
    shown = [round(x, 4) + 0.0 for x in row]
    print(f"{name}: {shown[0]:.3f}; " +
          ", ".join(f"{x:.4f}" for x in shown[1:]))
print(f"masses MA, MB: {MA:.0f}, {MB:.0f} electron masses")
print(f"gyromagnetic ratio of A: {gamma:.2e} rad/(s T)")
print(f"moment of inertia: {inertia:.6e} kg m^2")
print(f"mean z minus z_C: {expected_velocity * pm:.4f} pm")
print(f"<v_x>/omega from response: {velocity * pm:.4f} pm")
print("field at A per angular velocity, rest frame of A:")
print(f"  electrons: {-field_unit * mol.chi(0.0):.6e} T s")
print(f"  nucleus B: {field_unit * ZB / R:.6e} T s")
print(f"  total: {field_unit * mol.field_lab(0.0):.6e} T s")
print(f"total, turning about centre of mass: {field_total:.6e} T s")
print(f"spin-rotation constant C: {C_sr / 1e3:.5f} kHz")
print(f"(e/2m) x field, perpendicular: {first:.4f} ppm")
print(f"nuclear term, perpendicular: {nuclear:.4f} ppm")
print(f"isotropic para from C: {para_from_C:.4f} ppm")
print(f"isotropic para from response at A: {para0:.4f} ppm")
print(f"stretched distance: {R_long * pm:.3f} pm")
print(f"  field, A frame: {field_unit * field_A:.6e} T s")
print(f"  field, mass-centre frame: {field_unit * field_cm:.6e} T s")
print(f"  frame correction: {field_unit * frame_term:.6e} T s")
print(f"atom, origin shift: {3.0 * pm:.3f} pm")
print(f"atom dia before, after: {atom_0[0]:.4f}, {atom_3[0]:.4f} ppm")
print(f"atom |para| before, after: {abs(atom_0[1]):.4f}, "
      f"{abs(atom_3[1]):.4f} ppm")
print("done: every assertion held")
```

Printed output:

```
charge numbers ZA, ZB: 1.0, 0.9
r_e: 2.817940 fm
equilibrium distance R: 105.5435 pm
electronic energy: -27.83291 eV
F from electron density: 8.0794166e-05 pm^-2
ZB/R^2 from nuclei: 8.0794151e-05 pm^-2
split slope r_e F/3: 0.075891 ppm/pm
origin: d (pm); dia, para, total (ppm)
nucleus A: 0.000; 15.9620, -2.8149, 13.1471
centre of mass: 70.362; 10.6221, 2.5250, 13.1471
nucleus B: 105.543; 7.9522, 5.1949, 13.1471
para = 0: 37.092; 13.1471, 0.0000, 13.1471
dia = 0: 210.328; 0.0000, 13.1471, 13.1471
dia = target: -1107.351; 100.0000, -86.8529, 13.1471
masses MA, MB: 2000, 4000 electron masses
gyromagnetic ratio of A: 1.00e+08 rad/(s T)
moment of inertia: 1.352977e-47 kg m^2
mean z minus z_C: -25.8720 pm
<v_x>/omega from response: -25.8720 pm
field at A per angular velocity, rest frame of A:
  electrons: -4.801376e-17 T s
  nucleus B: 1.366223e-16 T s
  total: 8.860854e-17 T s
total, turning about centre of mass: 8.860856e-17 T s
spin-rotation constant C: -10.99213 kHz
(e/2m) x field, perpendicular: 7.7923 ppm
nuclear term, perpendicular: 12.0147 ppm
isotropic para from C: -2.8149 ppm
isotropic para from response at A: -2.8149 ppm
stretched distance: 137.586 pm
  field, A frame: 6.593303e-17 T s
  field, mass-centre frame: 8.068902e-17 T s
  frame correction: -1.475599e-17 T s
atom, origin shift: 158.753 pm
atom dia before, after: 17.7505, 17.7505 ppm
atom |para| before, after: 0.0000, 0.0000 ppm
done: every assertion held
```
